# Correcting MOS Doping Profiles for Interface-State Stretch-Out, part 1

(Sections cited here and not found follow in the second part.)

## From gate voltage to surface potential

A metal gate on oxidised p-type silicon is driven slowly from flat band towards positive voltage. Holes retreat from the interface, a depletion layer of width $W$ opens, and the capacitance measured with a small high-frequency signal falls. The rate of fall tells how many acceptors are uncovered as the layer widens, so it can be turned into a doping profile. If the interface has electronic states, however, part of the charge placed on the gate is balanced by electrons entering those states and not by newly uncovered acceptors. The depletion layer then grows less for each volt applied, and the capacitance curve is stretched along the voltage axis. Heavier doping would also make the layer grow more slowly. The question is how to tell the two causes apart and recover the doping.

All charges and capacitances below are per unit area. Let $x$ be the depth into the silicon measured from the interface, $N(x)$ the acceptor density, $q$ the positive elementary charge, and $\varepsilon_s$ the permittivity of silicon. The surface potential $\psi_s$ is the electrostatic potential at $x=0$ relative to the neutral bulk; it is positive in depletion. The gate carries charge $Q_G$, and the oxide has thickness $t$, permittivity $\varepsilon_{ox}$ and capacitance $C_{ox}=\varepsilon_{ox}/t$. The structure is taken to be uniform across its area, so that one value of $\psi_s$ describes the whole interface.

Two capacitances are recorded during the sweep. The first, $C_{hf}$, is the response to a signal so fast that the interface charge cannot follow it. The second is the slow capacitance

$$
C_{lf}=\frac{dQ_G}{dV_G},
$$

where the derivative is taken along the sweep itself. If the gate voltage changes at the rate $\alpha=dV_G/dt$ and no current leaks through the oxide, the current density into the gate is $J=dQ_G/dt=C_{lf}\,\alpha$. Hence $C_{lf}=J/\alpha$, for either direction of sweep, since $J$ and $\alpha$ change sign together.

The first task is to find how much of a change in gate voltage reaches the silicon. Let $y$ be the distance from the gate into the oxide, and suppose that the oxide contains a charge density $\rho_{ox}(y)$. Gauss's law gives the electric field directed from gate to silicon,

$$
F(y)=\frac{1}{\varepsilon_{ox}}\left[Q_G+\int_0^y\rho_{ox}(y')\,dy'\right].
$$

Integrating over the thickness, and exchanging the order of the double integral, gives the voltage across the oxide:

$$
V_{ox}=\frac{Q_G}{C_{ox}}+\frac{1}{\varepsilon_{ox}}\int_0^t(t-y)\rho_{ox}(y)\,dy .
$$

The second term is constant if the oxide charge neither moves nor changes during the sweep. The gate voltage is the sum of $V_{ox}$, $\psi_s$ and a constant set by the work functions, so that

$$
V_G=\text{const}+\psi_s+\frac{Q_G}{C_{ox}} .
$$

Differentiation with respect to $V_G$ gives $1=d\psi_s/dV_G+C_{lf}/C_{ox}$, or

$$
\frac{d\psi_s}{dV_G}=1-\frac{C_{lf}}{C_{ox}} .\tag{1}
$$

This relation makes no statement about the silicon or the traps. It does not require them to be in equilibrium. It requires that $C_{lf}$ describe the charge which flowed in this sweep, and that the oxide charge stay fixed.

The second task is to relate $\psi_s$ to the doping. In the depletion approximation the region $0<x<W$ contains ionised acceptors and no mobile carriers, while the silicon beyond $W$ is neutral. The charge density is $-qN$, and Poisson's equation reads

$$
\frac{d^2\psi}{dx^2}=\frac{qN(x)}{\varepsilon_s},\qquad \psi(W)=0,\quad \psi'(W)=0 .
$$

One integration from $x$ to $W$ gives $\psi'(x)=-(q/\varepsilon_s)\int_x^W N(x')\,dx'$. A second gives

$$
\psi_s=-\int_0^W\psi'(x)\,dx
=\frac{q}{\varepsilon_s}\int_0^W dx\int_x^W N(x')\,dx'
=\frac{q}{\varepsilon_s}\int_0^W x'N(x')\,dx' .
$$

In the last step the order of integration was exchanged: each $x'$ is counted for all $x$ between $0$ and $x'$, which supplies the factor $x'$. Differentiating with respect to the upper limit,

$$
d\psi_s=\frac{q}{\varepsilon_s}\,W\,N(W)\,dW .\tag{2}
$$

Charge lying in the interface plane is weighted by $x=0$ and contributes nothing. Traps therefore alter the gate voltage at which a given $\psi_s$ is reached, but not the relation between $\psi_s$ and $W$.

The high-frequency signal moves the depletion edge by $\delta W$ and so uncovers a charge of magnitude $\delta Q=qN(W)\,\delta W$. By equation (2) the surface potential changes by $\delta\psi_s=W\,\delta Q/\varepsilon_s$. The capacitance of the silicon is thus

$$
C_s=\frac{\delta Q}{\delta\psi_s}=\frac{\varepsilon_s}{W}.
$$

With the interface charge frozen, the gate charge changes by the same $\delta Q$. The voltage changes across oxide and silicon add, $\delta V_G=\delta Q/C_{ox}+\delta Q/C_s$, and hence

$$
\frac1{C_{hf}}=\frac1{C_{ox}}+\frac1{C_s},\qquad
W=\varepsilon_s\left(\frac1{C_{hf}}-\frac1{C_{ox}}\right).\tag{3}
$$

The depth scale therefore needs no correction for stretch-out. The error lies in the slope of the curve.

To find that slope, use $1/C_s=W/\varepsilon_s$ and equation (2):

$$
\frac{d(1/C_s)}{d\psi_s}=\frac1{\varepsilon_s}\frac{dW}{d\psi_s}
=\frac{1}{qN(W)W}=\frac{C_s}{q\varepsilon_sN(W)} .
$$

Since $C_{ox}$ is constant, $1/C_{hf}$ and $1/C_s$ have the same derivative. The chain rule and equation (1) then give

$$
\frac{d(1/C_{hf}^2)}{dV_G}
=\frac{2}{C_{hf}}\frac{d(1/C_s)}{d\psi_s}\frac{d\psi_s}{dV_G}
=\frac{2}{q\varepsilon_sN(W)}\,\frac{C_s}{C_{hf}}
\left(1-\frac{C_{lf}}{C_{ox}}\right).
$$

The ratio $C_s/C_{hf}$ follows from equation (3). Multiplying its first part by $C_{hf}$ gives $1=C_{hf}/C_{ox}+C_{hf}/C_s$, so $C_{hf}/C_s=1-C_{hf}/C_{ox}$. Therefore

$$
\frac{d(1/C_{hf}^2)}{dV_G}
=\frac{2}{q\varepsilon_sN(W)}\,
\frac{1-C_{lf}/C_{ox}}{1-C_{hf}/C_{ox}} .
$$

Define the apparent doping as the value that the slope gives when stretch-out is ignored,

$$
N_{app}=\frac{2}{q\varepsilon_s\,d(1/C_{hf}^2)/dV_G}.\tag{4}
$$

Solving for the true doping yields

$$
N(W)=N_{app}\,\frac{1-C_{lf}/C_{ox}}{1-C_{hf}/C_{ox}} .\tag{5}
$$

The two parts of the factor have simple meanings. The numerator is the fraction of a gate-voltage change that really reached the silicon in the slow sweep. The denominator is the fraction that would have reached it if depletion charge alone had responded, which is what equation (4) assumes. When there is neither trapping nor inversion, the two capacitances agree and the factor is one.

For n-type silicon the depletion charge is positive and $\psi_s$ is negative. Equation (1) is unchanged, but equation (2) acquires a minus sign, so the slope in equation (4) is negative and its magnitude must be used. If the instrument gives the total capacitance of a gate of area $A$, it must first be divided by $A$; the factor in equation (5) contains ratios and is independent of $A$, whereas $N_{app}$ varies as $1/A^2$ for a given measured slope.

The size of the error becomes clear when the traps stay in equilibrium with the slow sweep. Let $Q_{it}$ be the charge in the interface states. A rise of $\psi_s$ lowers the electron energies at the surface relative to the Fermi level, so more states are filled. This makes $Q_{it}$ more negative, whether an empty state is neutral or positive. The trap capacitance $C_{it}=-dQ_{it}/d\psi_s$ is thus positive. For a density $D_{it}$ of states per unit area and energy that varies little over the thermal energy, a change of one volt in $\psi_s$ moves one electronvolt of states through the Fermi level, and $C_{it}=qD_{it}$ when $D_{it}$ is given per electronvolt.

In the slow sweep the gate balances both depletion and trap charge, so $dQ_G=(C_s+C_{it})\,d\psi_s$. Inserting this in the voltage balance gives

$$
dV_G=\left(1+\frac{C_s+C_{it}}{C_{ox}}\right)d\psi_s,
\qquad
1-\frac{C_{lf}}{C_{ox}}=\frac{C_{ox}}{C_{ox}+C_s+C_{it}} .
$$

Setting $C_{it}=0$ gives the corresponding expression for $1-C_{hf}/C_{ox}$. Division then leads to

$$
\frac{N_{app}}{N}=1+\frac{C_{it}}{C_{ox}+C_s}.\tag{6}
$$

In this regime stretch-out makes the doping appear too high. At fixed $C_s$ and $C_{it}$ a thinner oxide reduces the error, because more charge is then needed on the gate for a given oxide voltage and the trap charge matters less to the total voltage. At fixed $C_{it}$ the error grows as the depletion layer widens and $C_s$ falls, but it stays below $C_{it}/C_{ox}$. A trap density that varies with energy produces a false variation of doping with depth.

Equation (6) also shows why the high-frequency curve alone cannot settle the matter. It supplies $C_s$ and $N_{app}$. For any proposed doping below $N_{app}$, equation (6) returns a positive $C_{it}$ that would explain the same curve. The slow capacitance supplies the missing information.

Two departures from the depletion model set the ends of the useful range. To find them, write what equation (5) returns when $C_s$ is any high-frequency silicon capacitance, not necessarily one given by the depletion approximation. Equations (1) and (3) still hold as relations between the capacitances, and the same chain rule gives

$$
N_{rec}=\frac{C_s}{q\varepsilon_s\,d(1/C_s)/d\psi_s}
=\frac{2}{q\varepsilon_s\,d(1/C_s^2)/d\psi_s}.\tag{7}
$$

Near flat band, holes remain in the depletion layer. Take uniform doping and let $v_T=kT/q$ be the thermal voltage, with $u=\psi_s/v_T$. The hole density is $N e^{-\psi/v_T}$, and Poisson's equation is $\psi''=(qN/\varepsilon_s)(1-e^{-\psi/v_T})$. Multiplying by $2\psi'$ and integrating from the bulk, where $\psi$ and $\psi'$ vanish, gives the square of the surface field. The magnitude $Q_s$ of the silicon charge is $\varepsilon_s$ times that field, so

$$
Q_s^2=2q\varepsilon_sNv_T\,(u-1+e^{-u}).
$$

Differentiating with respect to $\psi_s$ gives $C_s=q\varepsilon_sN(1-e^{-u})/Q_s$, and therefore

$$
\frac1{C_s^2}=\frac{2v_T}{q\varepsilon_sN}\,g(u),\qquad
g(u)=\frac{u-1+e^{-u}}{(1-e^{-u})^2}.
$$

Equation (7) becomes $N_{rec}=N/g'(u)$, where

$$
g'(u)=\frac1{1-e^{-u}}-\frac{2e^{-u}(u-1+e^{-u})}{(1-e^{-u})^3}
\simeq 1-(2u-3)e^{-u}\quad(u\gg1).\tag{8}
$$

The error thus dies out nearly exponentially with band bending. As $u\to0$, expansion of the exponentials gives $g=\tfrac12+u/3+\dots$, so $g'\to1/3$ and the recovered doping tends to three times the true one. Equation (5) corrects the voltage axis; it cannot remove this carrier tail.

At the other end, an inversion layer forms if the sweep is slow enough for electrons to be supplied. If those electrons lay in the interface plane and were frozen at high frequency, they would enter the derivation just as trap charge does, and equation (5) would still hold. A real layer has thickness. Let it contain $N_i$ electrons per unit area at mean depth $x_i$. The integral for $\psi_s$ then gains $(q/\varepsilon_s)N_ix_i$. If the high-frequency capacitance is still $\varepsilon_s/W$, equation (7) gives

$$
N_{rec}=\frac{\varepsilon_s}{qW}\frac{d\psi_s}{dW}
=N(W)+\frac1W\frac{d(N_ix_i)}{dW}.\tag{9}
$$

The added term is positive while $N_ix_i$ grows with $W$, so in this approximation a thick inversion layer makes the recovered doping too high.

## A boron-depleted surface and the limits of the correction

The first half gave the doping at the depletion edge as $N=N_{app}(1-C_{lf}/C_{ox})/(1-C_{hf}/C_{ox})$, equation (5). Here $C_{ox}$, $C_{hf}$ and $C_{lf}$ are the oxide, high-frequency and slow capacitances per unit area, and $N_{app}$ comes from the slope of $1/C_{hf}^2$ against gate voltage, equation (4). The silicon capacitance is $C_s=\varepsilon_s/W$, with $W$ the depletion width, and $C_{it}$ is the capacitance of traps that follow the slow sweep. The surface potential is $\psi_s$, and $v_T=kT/q$. For any measured $C_s$ the procedure returns $N_{rec}=2/[q\varepsilon_s\,d(1/C_s^2)/d\psi_s]$, equation (7).

Oxidation of boron-doped silicon draws boron into the oxide and leaves the surface more lightly doped than the bulk. A model of such a surface is

$$
N(x)=10^{17}\ \text{cm}^{-3}\left[1-0.4\,e^{-x/(60\ \text{nm})}\right].
$$

Let the oxide be 10 nm thick with a relative permittivity of 3.9, and let the temperature be 300 K, so that $C_{ox}=0.3453$ µF/cm² and $v_T=0.02585$ V. The interface-state density has a minimum of $6\times10^{11}$ cm⁻² eV⁻¹ at $\psi_s=0.417$ V and rises quadratically on either side, doubling at a distance of 0.30 V. The slow sweep runs at 0.05 V/s. Synthetic capacitance curves for this structure were obtained by solving Poisson's equation numerically with mobile holes and electrons, so they contain the carrier tail that the derivation of equation (5) leaves out. They also assume that traps and electrons stay in equilibrium with the slow sweep. In a real capacitor kept in the dark and without a source of electrons, thermal generation may be too slow for this once the surface potential is well past midgap. Equation (5) still applies if $C_{lf}$ is taken from the same sweep, but the slow capacitance and the apparent doping would then differ from the values given here. For uniform doping the solver's surface charge agreed with the first integral of Poisson's equation, including electrons, to a relative error of $2\times10^{-4}$.

At $\psi_s=0.40$ V the curves give $C_{hf}=0.09763$ µF/cm², $C_{lf}=0.13896$ µF/cm² and a slope of $113.92$ cm⁴ µF⁻² V⁻¹. In farads the slope is $1.1392\times10^{14}$ cm⁴ F⁻² V⁻¹. With $\varepsilon_s=11.7\,\varepsilon_0$, where $\varepsilon_0$ is the vacuum permittivity, equation (4) gives

$$
N_{app}=\frac{2}{q\varepsilon_s(1.1392\times10^{14})}
=1.058\times10^{17}\ \text{cm}^{-3}.
$$

The correction factor is

$$
\frac{1-0.13896/0.3453}{1-0.09763/0.3453}
=\frac{0.5976}{0.7173}=0.833,
$$

and the corrected doping is $0.833\times1.058\times10^{17}=8.81\times10^{16}$ cm⁻³. Equation (3) places it at $W=76.1$ nm, where the assumed profile has $8.87\times10^{16}$ cm⁻³. The corrected value is 0.7 per cent low relative to the true one; the apparent value is 19 per cent high. The trap capacitance here is $C_{it}=0.0964$ µF/cm² and $C_s=0.1361$ µF/cm². Equation (6) then predicts an apparent-to-true ratio of $1+0.0964/(0.3453+0.1361)=1.200$, which is the inverse of the factor just found.

The shape of the profile suffers as well as its level. Between $W=53$ nm and $W=93$ nm the true doping rises from 0.834 to 0.915, in units of $10^{17}$ cm⁻³. The apparent doping is 1.053 at the first depth and 1.174 at the second, with a lower value of 1.047 at 66 nm between them. It lies above the bulk doping throughout these points, so its level gives no sign that boron was lost at the surface. Its overall rise between the two ends is 11.5 per cent, against 9.8 per cent for the true profile. The corrected values at the two ends are 0.830 and 0.911. For $\psi_s$ from 0.20 to 0.65 V the uncorrected excess runs from 19 to 34 per cent of the true doping, while the largest corrected error is 0.9 per cent.

Combining the slow and high-frequency capacitances removes the stretch-out error, and in the synthetic example it recovers the doping to within 0.9 per cent for $\psi_s$ from 0.20 to 0.65 V. It remains to explain the small residual error and to examine the limits set by trap response, mobile carriers and measurement errors.

Numerical values quoted here were computed with a short program.
